# Mixed, extrapolated and back-propagated double occupancy of the Hubbard dimer: test program

```python
"""
Hubbard dimer, one up and one down electron, RHF trial state Phi.
Result under test, for the total double occupancy D = sum_i n_iup n_idn:
  exact              D0 = (1 - u/w)/2,   u = U/(4t),  w = sqrt(1+u^2)
  mixed error        (w-1)/(2uw)
  extrapolated error -(w-1)^2/(2uw)      for 2*D_mixed - D_variational
  back-propagated    mixed error * exp(-4 t w tau)
Error means estimate minus exact value. t: hopping, U: repulsion,
tau: back-propagation time, dt: time step, s = (w-1)/u: amplitude ratio.
Reference values come from the full four-state space |i up, j down>.
Energies are in units of t and times in 1/t in the printed example.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

SWAP = np.array([[0.0, 1.0], [1.0, 0.0]])
ONE = np.eye(2)
BONDING = np.array([1.0, 1.0]) / np.sqrt(2)
ANTIBONDING = np.array([1.0, -1.0]) / np.sqrt(2)
PHI = np.kron(BONDING, BONDING)
PHI2 = np.kron(ANTIBONDING, ANTIBONDING)
DOCC = np.diag([1.0, 0.0, 0.0, 1.0])


def hamiltonian(U, t=1.0):
    return -t * (np.kron(SWAP, ONE) + np.kron(ONE, SWAP)) + U * DOCC


def ground(U, t=1.0):
    energy, vec = np.linalg.eigh(hamiltonian(U, t))
    psi = vec[:, 0]
    return energy[0], psi * np.sign(PHI @ psi)


def estimates(U, t=1.0):
    """exact, mixed, linear and ratio extrapolated, from the states"""
    psi = ground(U, t)[1]
    exact = psi @ DOCC @ psi
    mixed = (PHI @ DOCC @ psi) / (PHI @ psi)
    var = PHI @ DOCC @ PHI
    return exact, mixed, 2 * mixed - var, mixed**2 / var


def back_propagated(U, tau, t=1.0):
    psi = ground(U, t)[1]
    left = PHI @ expm(-tau * hamiltonian(U, t))
    return (left @ DOCC @ psi) / (left @ psi)


def uws(U, t=1.0):
    u = U / (4 * t)
    w = np.sqrt(1 + u * u)
    return u, w, (w - 1) / u


# The bonding orbital is the lowest closed-shell determinant
angles = np.linspace(0, np.pi, 721)
for U in (0.0, 1.0, 8.0, 30.0):
    e_closed = []
    for a in angles:
        orb = np.array([np.cos(a), np.sin(a)])
        det = np.kron(orb, orb)
        e_closed.append(det @ hamiltonian(U) @ det)
        x = np.sin(2 * a)
        assert abs(e_closed[-1] - (-2 * x + U * (1 - x * x / 2))) < 1e-11
    assert abs(angles[np.argmin(e_closed)] - np.pi / 4) < 1e-9

# Closed formulas against diagonalization and matrix exponentials
for t in (1.0, 0.7):
    for U in (0.3, 1.0, 2.5, 4.0, 8.0, 15.0):
        u, w, s = uws(U, t)
        H = hamiltonian(U, t)
        e0, psi = ground(U, t)
        exact, mixed, ext, ratio = estimates(U, t)
        pair = np.array([PHI, PHI2])
        block = np.array([[U/2 - 2*t, U/2], [U/2, U/2 + 2*t]])
        assert np.allclose(pair @ H @ pair.T, block, atol=1e-12)
        assert np.allclose(pair @ DOCC @ pair.T, 0.5, atol=1e-12)
        assert abs((PHI2 @ psi) / (PHI @ psi) + s) < 1e-11
        levels = np.linalg.eigvalsh(pair @ H @ pair.T)
        assert abs(levels[1] - levels[0] - 4 * t * w) < 1e-11
        assert abs((PHI @ H @ psi) / (PHI @ psi) - e0) < 1e-11
        err_mixed = (w - 1) / (2 * u * w)
        assert abs(exact - (1 - u / w) / 2) < 1e-11
        assert abs(mixed - exact - err_mixed) < 1e-11
        assert abs(mixed - (1 - s) / 2) < 1e-11
        assert abs(ext - exact + (w - 1)**2 / (2 * u * w)) < 1e-11
        assert abs(ext - exact + s**3 / (1 + s * s)) < 1e-11
        assert abs(ratio - (1 + s * s) * exact) < 1e-11
        for tau in (0.0, 0.1, 0.35, 0.8):
            err = back_propagated(U, tau, t) - exact
            assert abs(err - err_mixed * np.exp(-4*t*w*tau)) < 1e-10
assert np.allclose(estimates(0.0), 0.5, atol=1e-12)

# Weak and strong coupling limits
exact, mixed, ext, ratio = estimates(0.1)
assert abs((mixed - exact) / (0.1 / 16) - 1) < 2e-3
assert abs((ext - exact) / (-0.1**3 / 512) - 1) < 2e-3
exact, mixed, ext, ratio = estimates(400.0)
assert abs((mixed - exact) / (2 / 400) - 1) < 0.02
assert abs(exact / (4 / 400**2) - 1) < 1e-3
assert abs(ext - exact + 0.5) < 0.02

# Landmarks on the U axis, located from the states themselves
def mixed_error(U):
    e = estimates(U)
    return e[1] - e[0]


def error_balance(U):
    e = estimates(U)
    return abs(e[2] - e[0]) - abs(e[1] - e[0])


U_negative = brentq(lambda U: estimates(U)[2], 1.0, 12.0)
U_cross = brentq(error_balance, 2.0, 15.0)
peak = minimize_scalar(lambda U: -mixed_error(U), bounds=(1, 12),
                       method="bounded", options={"xatol": 1e-8})
golden = (1 + np.sqrt(5)) / 2
assert abs(U_negative - 16 / 3) < 1e-9
assert abs(U_cross - 4 * np.sqrt(3)) < 1e-9
# a flat maximum fixes its position only to about sqrt(rounding)
assert abs(peak.x - 4 * np.sqrt(golden)) < 1e-5
scan = []
for U in np.linspace(0.05, 60, 1200):
    e = estimates(U)
    scan.append((e[3] - e[0]) / (e[1] - e[0]))
assert min(scan) > 0 and max(scan) <= 3 - 2 * np.sqrt(2) + 1e-9
assert max(scan) > 3 - 2 * np.sqrt(2) - 1e-3


# Auxiliary fields: two walkers and every path of discrete spin fields
def walkers(U):
    s = uws(U)[2]
    alpha = 0.5 * np.arcsin((1 - s) / (1 + s))
    a = np.array([np.cos(alpha), np.sin(alpha)])
    return alpha, [(a, a[::-1]), (a[::-1], a)]


def enumerate_paths(U, dt, slices):
    half = expm(0.5 * dt * SWAP)
    gamma = np.arccosh(np.exp(0.5 * dt * U))
    fields = [(x, y) for x in (1, -1) for y in (1, -1)]
    b_up = np.array([half @ np.diag(np.exp(gamma * np.array(f))) @ half
                     for f in fields])
    b_dn = np.array([half @ np.diag(np.exp(-gamma * np.array(f))) @ half
                     for f in fields])
    assert b_up.min() > 0 and b_dn.min() > 0
    left_up = BONDING[None, :]
    left_dn = BONDING[None, :]
    for _ in range(slices):
        left_up = np.einsum("pa,xab->pxb", left_up, b_up).reshape(-1, 2)
        left_dn = np.einsum("pa,xab->pxb", left_dn, b_dn).reshape(-1, 2)
    weights, local = [], []
    for up, dn in walkers(U)[1]:
        over_up, over_dn = left_up @ up, left_dn @ dn
        g_up = left_up * up / over_up[:, None]
        g_dn = left_dn * dn / over_dn[:, None]
        weights.append(over_up * over_dn)
        local.append(np.sum(g_up * g_dn, axis=1))
    weights, local = np.concatenate(weights), np.concatenate(local)
    mean = np.average(local, weights=weights)
    spread = np.sqrt(np.average((local - mean)**2, weights=weights))
    return mean, spread, weights.min(), len(left_up)


def split_step(U, dt, slices):
    """same time steps, but with the two-body factor kept whole"""
    half = expm(0.5 * dt * SWAP)
    hop = np.kron(half, half)
    step = hop @ expm(-dt * U * DOCC) @ hop
    left = PHI.copy()
    for _ in range(slices):
        left = left @ step
        left /= np.linalg.norm(left)
    psi = ground(U)[1]
    return (left @ DOCC @ psi) / (left @ psi)


for U in (1.0, 4.0, 8.0):
    total = sum(np.kron(up, dn) for up, dn in walkers(U)[1])
    total /= np.linalg.norm(total)
    assert np.allclose(total, ground(U)[1], atol=1e-11)
    for m in (0, 1, 3, 6):
        mean, spread, low, count = enumerate_paths(U, 0.1, m)
        assert abs(mean - split_step(U, 0.1, m)) < 1e-11
        assert low > 0
        if m == 0:
            assert spread < 1e-12
            assert abs(mean - estimates(U)[1]) < 1e-11

# Numbers for the worked example
U, dt, slices = 8.0, 0.1, 6
tau = dt * slices
u, w, s = uws(U)
e0, psi = ground(U)
exact, mixed, ext, ratio = estimates(U)
alpha = walkers(U)[0]
path_mean, path_spread, low, count = enumerate_paths(U, dt, slices)
bp_continuous = back_propagated(U, tau)
u_eff = np.tanh(U * dt / 2) / np.sinh(2 * dt)
s_eff = (np.sqrt(1 + u_eff**2) - 1) / u_eff
plateau = (1 - s) * (1 - s_eff) / (2 * (1 + s * s_eff))
assert abs(split_step(U, dt, 100) - plateau) < 1e-11
step_errors = [split_step(U, h, round(tau / h)) - bp_continuous
               for h in (0.1, 0.05, 0.02, 0.01)]
order_ratio = step_errors[2] / step_errors[3]
assert abs(order_ratio - 4) < 0.1
target = 1e-3
tau_target = np.log((mixed - exact) / target) / (4 * w)
assert abs(back_propagated(U, tau_target) - exact - target) < 1e-10

print("Energies in t, times in 1/t, D = total double occupancy")
print(f"Example: U = {U:.1f} t, u = {u:.4f}, w = {w:.6f}, s = {s:.6f}")
print(f"ground energy = {e0:.6f} t, gap 4tw = {4*w:.6f} t")
print(f"D variational = {PHI @ DOCC @ PHI:.6f}")
print(f"D exact = {exact:.6f}")
print(f"D mixed = {mixed:.6f}, error = {mixed-exact:+.6f}")
print(f"D extrapolated = {ext:.6f}, error = {ext-exact:+.6f}")
print(f"D ratio form = {ratio:.6f}, error = {ratio-exact:+.6f}")
print("Back propagation, continuous time, U = 8 t:")
for x in (0.0, 0.1, 0.2, 0.4, 0.6, 1.0):
    d = back_propagated(U, x)
    print(f"  tau = {x:.1f} /t: D = {d:.6f}, error = {d-exact:+.2e}")
print(f"tau for error {target:.0e}: {tau_target:.4f} /t")
print("Table: U/t, D exact, mixed, extrapolated, ratio form")
table = (1.0, 2.0, 4.0, 6.0, 8.0, 12.0, 16.0)
for V in table:
    print(f"  {V:4.0f} " + " ".join(f"{x:9.6f}" for x in estimates(V)))
print("Errors: U/t, mixed, extrapolated, ratio, BP at tau=0.5/t")
for V in table:
    e = estimates(V)
    errs = [x - e[0] for x in e[1:]] + [back_propagated(V, 0.5) - e[0]]
    print(f"  {V:4.0f} " + " ".join(f"{x:+.6f}" for x in errs))
print(f"extrapolated D negative above U = {U_negative:.6f} t")
print(f"extrapolated worse than mixed above U = {U_cross:.6f} t")
print(f"largest mixed error {-peak.fun:.6f} at U = {peak.x:.4f} t")
print(f"largest ratio-form/mixed error quotient = {max(scan):.4f}")
print(f"Field paths: U = 8 t, dt = {dt} /t, {slices} slices")
print(f"  walker angle alpha = {alpha:.6f} rad")
print(f"  paths per walker = {count}, smallest weight = {low:.4f}")
print(f"  D from all paths = {path_mean:.6f}")
print(f"  weighted spread of local values = {path_spread:.6f}")
print(f"  error against exact D = {path_mean-exact:+.6f}")
print(f"  of which finite tau = {bp_continuous-exact:+.6f}")
print(f"  of which time step = {path_mean-bp_continuous:+.6f}")
print(f"  u' = {u_eff:.6f}, s' = {s_eff:.6f}")
print(f"  long-time plateau at this dt = {plateau:.6f}")
print("Time-step error at tau = 0.6/t:")
for h, err in zip((0.1, 0.05, 0.02, 0.01), step_errors):
    print(f"  dt = {h:.2f} /t: {err:+.3e}")
print(f"error quotient dt=0.02 to dt=0.01: {order_ratio:.4f}")
print("done: every assertion held")
```

It prints:

```
Energies in t, times in 1/t, D = total double occupancy
Example: U = 8.0 t, u = 2.0000, w = 2.236068, s = 0.618034
ground energy = -0.472136 t, gap 4tw = 8.944272 t
D variational = 0.500000
D exact = 0.052786
D mixed = 0.190983, error = +0.138197
D extrapolated = -0.118034, error = -0.170820
D ratio form = 0.072949, error = +0.020163
Back propagation, continuous time, U = 8 t:
  tau = 0.0 /t: D = 0.190983, error = +1.38e-01
  tau = 0.1 /t: D = 0.109287, error = +5.65e-02
  tau = 0.2 /t: D = 0.075886, error = +2.31e-02
  tau = 0.4 /t: D = 0.056648, error = +3.86e-03
  tau = 0.6 /t: D = 0.053432, error = +6.45e-04
  tau = 1.0 /t: D = 0.052804, error = +1.80e-05
tau for error 1e-03: 0.5510 /t
Table: U/t, D exact, mixed, extrapolated, ratio form
     1  0.378732  0.438447  0.376894  0.384472
     2  0.276393  0.381966  0.263932  0.291796
     4  0.146447  0.292893  0.085786  0.171573
     6  0.083975  0.232408 -0.035184  0.108027
     8  0.052786  0.190983 -0.118034  0.072949
    12  0.025658  0.139620 -0.220759  0.038988
    16  0.014929  0.109612 -0.280776  0.024029
Errors: U/t, mixed, extrapolated, ratio, BP at tau=0.5/t
     1 +0.059715 -0.001838 +0.005740 +0.007599
     2 +0.105573 -0.012461 +0.015403 +0.011283
     4 +0.146447 -0.060660 +0.025126 +0.008656
     6 +0.148433 -0.119159 +0.024052 +0.004033
     8 +0.138197 -0.170820 +0.020163 +0.001579
    12 +0.113962 -0.246418 +0.013329 +0.000204
    16 +0.094683 -0.295705 +0.009101 +0.000025
extrapolated D negative above U = 5.333333 t
extrapolated worse than mixed above U = 6.928203 t
largest mixed error 0.150142 at U = 5.0881 t
largest ratio-form/mixed error quotient = 0.1716
Field paths: U = 8 t, dt = 0.1 /t, 6 slices
  walker angle alpha = 0.119159 rad
  paths per walker = 4096, smallest weight = 1.0180
  D from all paths = 0.056040
  weighted spread of local values = 0.100952
  error against exact D = +0.003254
  of which finite tau = +0.000645
  of which time step = +0.002608
  u' = 1.887139, s' = 0.601820
  long-time plateau at this dt = 0.055429
Time-step error at tau = 0.6/t:
  dt = 0.10 /t: +2.608e-03
  dt = 0.05 /t: +6.594e-04
  dt = 0.02 /t: +1.058e-04
  dt = 0.01 /t: +2.647e-05
error quotient dt=0.02 to dt=0.01: 3.9982
done: every assertion held
```
